Empty-lattice bands of the fcc lattice along Γ–X and Γ–L

**The question**

An electron moves in a potential that is zero everywhere. Its states are nevertheless to be classified by the translations of a face-centred cubic lattice with cubic edge a. This is the empty lattice: the limit of a crystal whose periodic potential has been turned off while its translation symmetry is still used for labelling.

Hartree atomic units are used, so the Hamiltonian is H = −½∇². Wavevectors are measured in units of 2π/a and energies in units of E0:

k = (2π/a) κ, G = (2π/a) g, E0 = ½ (2π/a)²

Here k is the Bloch wavevector, G is a reciprocal lattice vector, and κ and g are dimensionless. The two lines to be studied are

Γ–X: κ = (x, 0, 0), 0 ≤ x ≤ 1
Γ–L: κ = (t, t, t), 0 ≤ t ≤ 1/2

A shell is the set of all reciprocal vectors of one length. The vector G = 0 is kept as well and is not counted as a shell, so "up to the second shell" means G = 0 and the two shortest non-zero lengths. Degeneracies count orbital states; spin doubles each of them.

**Part (a). Show which energies belong to a given Bloch wavevector k.**

*Model answer.* A Bloch state with wavevector k satisfies, for every lattice translation R,

ψ(r + R) = exp(ik·R) ψ(r)

It can therefore be written as ψ(r) = exp(ik·r) u(r), where u has the period of the lattice. A periodic function has a Fourier series containing the reciprocal vectors, which are defined by exp(iG·R) = 1 for all R. Hence

ψ(r) = Σ_G c_G exp[i(k + G)·r]

Each term is already an eigenfunction of H, because two derivatives of the exponential bring down [i(k + G)]² = −|k + G|²:

−½∇² exp[i(k + G)·r] = ½ |k + G|² exp[i(k + G)·r]

The plane waves thus form a complete set of eigenstates for this k, with energies

E = ½ |k + G|²

Inserting the dimensionless vectors gives E = ½(2π/a)² |κ + g|², or

E/E0 = |κ + g|²

Nothing physical has happened to the electron. Its true momentum is k + G, and its velocity, in units where the mass is 1, is also k + G. The lattice only groups together momenta that differ by a reciprocal vector and gives them a common label k. Each choice of G contributes one band.

**Part (b). Find the reciprocal vectors of the fcc lattice, and list those up to the second shell.**

*Model answer.* The primitive translations of the fcc lattice are

a₁ = (a/2)(0, 1, 1), a₂ = (a/2)(1, 0, 1), a₃ = (a/2)(1, 1, 0)

The condition exp(iG·R) = 1 holds for all R if each G·aⱼ is 2π times an integer mⱼ. For a₁ this reads

(2π/a)(a/2)(g₂ + g₃) = π(g₂ + g₃) = 2πm₁

The other two follow in the same way, so

g₂ + g₃ = 2m₁, g₁ + g₃ = 2m₂, g₁ + g₂ = 2m₃

Adding the last two equations and subtracting the first gives 2g₁ = 2(m₂ + m₃ − m₁), so g₁ is an integer; by symmetry so are g₂ and g₃. Since the sum of any two components is even, all three have the same parity. Conversely, if three integers have the same parity, every pair has an even sum and the conditions are met. The reciprocal vectors are therefore the integer triples that are all even or all odd.

The squared lengths of the all-odd triples begin with 1 + 1 + 1 = 3 and then 9 + 1 + 1 = 11. Those of the all-even triples begin with 0, 4 and 8. In order of length:

- |g|² = 0: the vector (0, 0, 0), 1 member.
- |g|² = 3, first shell: (±1, ±1, ±1) with independent signs, 8 members.
- |g|² = 4, second shell: (±2, 0, 0), (0, ±2, 0), (0, 0, ±2), 6 members.

This makes 1 + 8 + 6 = 15 vectors, hence 15 bands on each line. The next shell has |g|² = 8 and consists of the 12 vectors of type (±2, ±2, 0).

**Part (c). State when two different reciprocal vectors give the same band along a whole line through Γ.**

*Model answer.* Write the line as κ = s d, with a fixed direction d and a parameter s. Expanding the square gives

E/E0 = |s d + g|² = s²|d|² + 2s (d·g) + |g|²

Two polynomials in s agree along the line if and only if their coefficients agree. The coefficient of s² is common to all g. Two vectors therefore give the same band exactly when they have the same |g|² and the same d·g. The degeneracy of a parabola is the number of vectors sharing these two values.

There is a geometrical reading. Split g into a component g∥ along the line and a part g⊥ perpendicular to it, and let κ∥ be the distance from Γ along the line. Then

E/E0 = (κ∥ + g∥)² + |g⊥|²

Every band is the same free-electron parabola, shifted sideways by −g∥ and raised by |g⊥|². The raised part is the kinetic energy of the motion across the line. Waves that share one parabola along the whole line have the same momentum along the line and equally large, differently directed momenta across it. Waves that are degenerate only at a single point, where two parabolas cross, need not satisfy this.

**Part (d). Give every parabola and its degeneracy along Γ–X.**

*Model answer.* With κ = (x, 0, 0),

E/E0 = (x + g₁)² + g₂² + g₃²

The 15 vectors are sorted by g₁ and by g₂² + g₃².

- g = (0, 0, 0): E/E0 = x², degeneracy 1.
- g = (−2, 0, 0): E/E0 = (x − 2)², degeneracy 1.
- g = (2, 0, 0): E/E0 = (x + 2)², degeneracy 1.
- g = (−1, ±1, ±1): E/E0 = (x − 1)² + 2, degeneracy 4.
- g = (1, ±1, ±1): E/E0 = (x + 1)² + 2, degeneracy 4.
- g = (0, ±2, 0) and (0, 0, ±2): E/E0 = x² + 4, degeneracy 4.

The degeneracies add up to 1 + 1 + 1 + 4 + 4 + 4 = 15, as they must.

At Γ, where x = 0, the energies are 0 (once), 3 (eight times) and 4 (six times): each shell is one level, because there |κ + g| = |g|. Leaving Γ splits the first shell into 4 + 4 and the second into 1 + 4 + 1.

At X, where x = 1, the six parabolas in the order above reach 1, 1, 9, 2, 6 and 5. The lowest two meet because the waves with κ + g = (1, 0, 0) and (−1, 0, 0) have equal and opposite momenta. The band (x − 2)² falls as x grows although it describes a free electron: its momentum along the line is x − 2, which is negative, and increasing x reduces its magnitude.

**Part (e). Do the same along Γ–L.**

*Model answer.* Now κ = (t, t, t), so |κ|² = 3t² and κ·g = t(g₁ + g₂ + g₃). With σ = g₁ + g₂ + g₃,

E/E0 = 3t² + 2tσ + |g|²

For g = 0 both σ and |g|² vanish, which leaves 3t².

In the first shell |g|² = 3, and σ depends on the number of minus signs. No minus sign gives σ = 3 in one way; one gives σ = 1 in three ways; two give σ = −1 in three ways; three give σ = −3 in one way. For σ = ±3 the energy is a multiple of a perfect square:

3t² ± 6t + 3 = 3(t² ± 2t + 1) = 3(t ± 1)²

In the second shell |g|² = 4. The single non-zero component is 2 or −2 and can stand in three places, so σ = ±2, three times each, and 2tσ = ±4t.

The complete list is:

- σ = 0, |g|² = 0: E/E0 = 3t², degeneracy 1.
- σ = −3, |g|² = 3: E/E0 = 3(t − 1)², degeneracy 1.
- σ = 3, |g|² = 3: E/E0 = 3(t + 1)², degeneracy 1.
- σ = −1, |g|² = 3: E/E0 = 3t² − 2t + 3, degeneracy 3.
- σ = 1, |g|² = 3: E/E0 = 3t² + 2t + 3, degeneracy 3.
- σ = −2, |g|² = 4: E/E0 = 3t² − 4t + 4, degeneracy 3.
- σ = 2, |g|² = 4: E/E0 = 3t² + 4t + 4, degeneracy 3.

The sum is 1 + 1 + 1 + 3 + 3 + 3 + 3 = 15. The factor 3 in front of t² does not signal a different mass. The distance from Γ is κ∥ = √3 t, so 3t² = κ∥², the same curvature as on Γ–X.

At L, where t = 1/2, the parabolas in the order above reach 0.75, 0.75, 6.75, 2.75, 4.75, 2.75 and 6.75. The lowest level at L is thus twofold and the next is 3 + 3 = 6-fold.

An independent numerical check solved the free Schrödinger equation on a real-space fcc grid with Bloch boundary conditions, without using reciprocal vectors. The levels were computed on grids with n = 6, 8 and 10 points along each primitive translation and extrapolated to zero spacing by removing the error terms in 1/n² and 1/n⁴. At x = 1/4 and at t = 1/4 the lowest 15 extrapolated levels agree with the two lists, degeneracies included; the largest deviation is 2.3 × 10⁻⁴ E0.

**Part (f). A student draws the 15 bands and claims that the drawing shows all levels in its energy range. Where is the claim true?**

*Model answer.* The list was cut by the length of g, whereas energy is set by |κ + g|. Away from Γ, a vector from a farther shell can give a lower energy than one from a nearer shell. The claim holds below the lowest omitted band, which must be found on each line.

*Γ–X.* Group the omitted vectors by p = g₂² + g₃². Components of equal parity allow p = 0, 2, 4, 8 and larger values.

- p = 0: g₁ is even and 0, ±2 are listed, so |g₁| ≥ 4 and E/E0 ≥ (4 − x)².
- p = 2: g₁ is odd and ±1 are listed, so |g₁| ≥ 3 and E/E0 ≥ (3 − x)² + 2.
- p = 4: g₁ is even and 0 is listed, so |g₁| ≥ 2 and E/E0 ≥ (2 − x)² + 4.
- p ≥ 8: E/E0 ≥ 8.

The third bound is attained by g = (−2, ±2, 0) and (−2, 0, ±2), and it is the lowest. The differences from the first two are

(4 − x)² − (2 − x)² − 4 = 8 − 4x > 0
(3 − x)² + 2 − (2 − x)² − 4 = 3 − 2x > 0

and (2 − x)² + 4 ≤ 8 on the whole line. The lowest omitted band is therefore (x − 2)² + 4, which falls from 8 at Γ to 5 at X.

*Γ–L.* In the shell |g|² = 8 the smallest σ is −4, which gives 3t² − 8t + 8. All farther shells have |g|² ≥ 11. For them the triangle inequality gives |κ + g| ≥ |g| − √3 t, and the right side is positive and grows with |g|. Its square is thus smallest at |g|² = 11:

E/E0 ≥ (√11 − √3 t)² = 11 − 2√33 t + 3t²

Since √33 < 6, this exceeds the candidate by

3 − (2√33 − 8)t ≥ 3 − 4t ≥ 1

The lowest omitted band is 3t² − 8t + 8. Its slope 6t − 8 is negative, so it falls from 8 at Γ to 3/4 − 4 + 8 = 4.75 at L.

The drawing is complete below these two curves. A single energy limit valid along the whole line is 5 E0 on Γ–X and 4.75 E0 on Γ–L. At and above the limit, levels at the end points can lack members:

- At X, the vectors κ + g with squared length 5 are (±1, ±2, 0) and (±1, 0, ±2). There are 8, of which the list contains the 4 with first component +1.
- At L, the vectors κ + g with squared length 4.75 = 19/4 are (3, 3, −1)/2, (−3, −3, 1)/2 and their permutations. There are 6, of which the list contains the 3 of the first kind.

For these two levels the missing members belong to the third shell. Higher levels can lack members from farther shells: at X the level 6 lacks four vectors with |g|² = 11. The listed parabolas and their degeneracies along the open lines remain correct as statements about the 15 vectors; what fails is reading them as the full spectrum at higher energy.

**Part (g). Find all crossings of the listed bands strictly inside the two lines, with their energies and total degeneracies.**

*Model answer.* On a given line all bands share the same quadratic term. Subtracting it leaves straight lines, whose crossings are those of the bands.

*Γ–X.* After subtracting x², the lines are

0; 3 − 2x, 3 + 2x; 4 − 4x, 4, 4 + 4x

The line 0 meets another only when that one vanishes. Inside the interval none does, since 4 − 4x reaches zero at the end point x = 1. Lines starting from the same value at Γ have different slopes and meet at x = 0 alone. What remains is one line starting at 3 and one starting at 4:

- 4 − 4x = 3 − 2x gives 1 = 2x, so x = 1/2.
- 4 − 4x = 3 + 2x gives 1 = 6x, so x = 1/6.
- 4 = 3 + 2x gives x = 1/2.
- 4 = 3 − 2x, 4 + 4x = 3 − 2x and 4 + 4x = 3 + 2x all require negative x.

Restoring x² gives the energies, and the degeneracies of the crossing bands add:

- x = 1/6: E/E0 = 1/36 + 4 − 4/6 = 121/36 ≈ 3.361, degeneracy 1 + 4 = 5.
- x = 1/2: E/E0 = 1/4 + 4 − 2 = 2.25, degeneracy 1 + 4 = 5.
- x = 1/2: E/E0 = 1/4 + 4 = 4.25, degeneracy 4 + 4 = 8.

*Γ–L.* After subtracting 3t², the lines are

0; 3 − 6t, 3 − 2t, 3 + 2t, 3 + 6t; 4 − 4t, 4 + 4t

Again 0 is met only at the end point, by 3 − 6t at t = 1/2. For the line 4 − 4t:

- with 3 − 6t: 1 = −2t, outside the interval.
- with 3 − 2t: 1 = 2t, the end point L.
- with 3 + 2t: 1 = 6t, so t = 1/6.
- with 3 + 6t: 1 = 10t, so t = 1/10.

The line 4 + 4t meets 3 + 6t when 1 = 2t, again at L, and meets the other three only at negative t. The interior crossings are

- t = 1/10: E/E0 = 0.03 + 4 − 0.4 = 3.63, degeneracy 3 + 1 = 4.
- t = 1/6: E/E0 = 1/12 + 4 − 4/6 = 41/12 ≈ 3.417, degeneracy 3 + 3 = 6.

All five energies lie below 4.75 E0, hence below the omitted bands of part (f), so these are the full degeneracies of the empty lattice.

**Part (h). Take a = 8.0 bohr. Evaluate the energy unit and the lowest levels at Γ, X and L. Then say what a weak periodic potential does to the lowest level at L.**

*Model answer.* The value of a is a round model parameter. It gives

2π/a = 6.2832/8.0 = 0.7854 bohr⁻¹
E0 = ½ (0.7854)² = 0.3084 hartree = 8.393 eV

The lines have lengths 0.7854 bohr⁻¹ for Γ–X and (√3/2)(0.7854) = 0.6802 bohr⁻¹ for Γ–L. Multiplying the reduced energies by E0 gives, in hartree:

- Γ: 0 (degeneracy 1), 3 E0 = 0.9253 (8), 4 E0 = 1.2337 (6).
- X: E0 = 0.3084 (2), 2 E0 = 0.6169 (4).
- L: 0.75 E0 = 0.2313 (2), 2.75 E0 = 0.8482 (6).

The lowest level at L lies below that at X because L is closer to Γ, and the energy of the lowest band is the square of that distance: (√3/2)² = 0.75 against 1. The 15-vector list is complete below 5 E0 = 1.542 hartree on Γ–X and 4.75 E0 = 1.465 hartree on Γ–L. Since E0 = 2π²/a², all energies scale as 1/a²; doubling a divides them by four, while the degeneracies stay the same.

Now add a weak local potential V(r) with the period of the lattice and Fourier components V_G. The two lowest waves at L have κ + g = (1, 1, 1)/2 and −(1, 1, 1)/2. They differ by the reciprocal vector (1, 1, 1), so V couples them through V₁₁₁. Because V is real, the reverse coupling is the complex conjugate. To first order, the energies are the eigenvalues of the 2 × 2 matrix with both diagonal elements equal to 0.75 E0 + V₀ and off-diagonal elements V₁₁₁ and V₁₁₁*. The condition for an eigenvalue E is

(0.75 E0 + V₀ − E)² = |V₁₁₁|²

and therefore

E = 0.75 E0 + V₀ ± |V₁₁₁|

To first order in V, the twofold level splits by 2|V₁₁₁|. The two waves are also coupled indirectly, through other waves. The next level lies 2.75 E0 − 0.75 E0 = 2 E0 = 0.617 hartree higher, and each of its six waves is reached from one member of the pair by a component of type V₂₀₀ and from the other by a component of type V₁₁₁. If all components of each type are equal and real, these six paths add −6V₁₁₁V₂₀₀/(2E0) to the coupling in second order, a relative change of −3V₂₀₀/E0, which is about −10% for V₂₀₀ = 0.01 hartree. The estimate therefore requires the Fourier components to be small compared with 2 E0, and the indirect terms they produce to be small compared with |V₁₁₁|. For the six paths above, the second condition means |V₂₀₀| small compared with E0/3 ≈ 0.10 hartree, a stricter limit than 2 E0. If either condition fails, the two-wave estimate of the splitting is unreliable and more plane waves must be included. The six-path term is proportional to V₁₁₁, so a small V₁₁₁ does not break the second condition through it. A small V₁₁₁ does break it when another all-odd component such as V₃₁₁ is present, because products like V₂₀₀V₃₁₁, through the six waves (5, 1, 1)/2, −(5, 1, 1)/2 and their permutations at 6.75 E0, couple the pair without V₁₁₁. Failure of the second condition alone does not mean that the levels lie far from the empty-lattice parabolas.

Computed results

```
lattice constant a = 8.0 bohr
2 pi/a = 0.78540 1/bohr
E0 = 0.30843 hartree = 8.393 eV
length Gamma-X = 0.78540 1/bohr
length Gamma-L = 0.68017 1/bohr
shells (|g|^2, members): [(0, 1), (3, 8), (4, 6), (8, 12)]
Gamma-X: E/E0, degeneracy, at Gamma, at X
  x**2          1  0.00  1.00
  (x-2)**2      1  4.00  1.00
  (x-1)**2+2    4  3.00  2.00
  (x+1)**2+2    4  3.00  6.00
  x**2+4        4  4.00  5.00
  (x+2)**2      1  4.00  9.00
  lowest omitted (x-2)**2+4: 8.00  5.00
Gamma-L: E/E0, degeneracy, at Gamma, at L
  3*t**2        1  0.00  0.75
  3*(t-1)**2    1  3.00  0.75
  3*t**2-2*t+3  3  3.00  2.75
  3*t**2-4*t+4  3  4.00  2.75
  3*t**2+2*t+3  3  3.00  4.75
  3*t**2+4*t+4  3  4.00  6.75
  3*(t+1)**2    1  3.00  6.75
  lowest omitted 3*t**2-8*t+8: 8.00  4.75
interior crossings: parameter, E/E0, total degeneracy
  Gamma-X: 0.1667  3.3611  5
  Gamma-X: 0.5000  2.2500  5
  Gamma-X: 0.5000  4.2500  8
  Gamma-L: 0.1000  3.6300  4
  Gamma-L: 0.1667  3.4167  6
levels: E/E0, E in hartree, count from 15 G, full count
  Gamma 0.00  0.00000  1  1
  Gamma 3.00  0.92528  8  8
  Gamma 4.00  1.23370  6  6
  X     1.00  0.30843  2  2
  X     2.00  0.61685  4  4
  X     5.00  1.54213  4  8
  X     6.00  1.85055  4  8
  X     9.00  2.77583  1  10
  L     0.75  0.23132  2  2
  L     2.75  0.84817  6  6
  L     4.75  1.46502  3  6
  L     6.75  2.08187  4  8
real-space grid check at parameter 0.25, levels in E0
  Gamma-X: 0.062 2.562 3.062 3.562 4.062 5.062
  largest deviation = 1.3e-04 E0
  Gamma-L: 0.187 1.687 2.687 3.187 3.687 4.687 5.187
  largest deviation = 2.3e-04 E0
```
